Fermi-liquid transport from a Schrödinger problem with a sech-squared well

**Q.** Before any Fourier transform, I want to see the equation. Which collisions, and linearized how?

**A.** Take quasiparticles of mass m on a spherical Fermi surface of momentum p_F, with binary collisions that conserve momentum and T much smaller than the Fermi energy E_F. I set ħ = k_B = 1 until the numbers. Let x = (ε−μ)/T, f(x) = 1/(eˣ+1), and write the occupation as

n = f + f(1−f)φ.

To first order, n/(1−n) = e⁻ˣ(1+φ). The loss-minus-gain factor of a collision 1+2→3+4 is

n₁n₂(1−n₃)(1−n₄) − n₃n₄(1−n₁)(1−n₂).

Take out the product of all four (1−n_i). What remains is a difference of ratios n/(1−n). Since x₁+x₂ = x₃+x₄, the exponentials agree, and the factor becomes f₁f₂(1−f₃)(1−f₄)(φ₁+φ₂−φ₃−φ₄). Hence

C[φ] = −∫ d³p₂d³p₃/(2π)⁶ W δ(ε₁+ε₂−ε₃−ε₄) f₁f₂(1−f₃)(1−f₄)(φ₁+φ₂−φ₃−φ₄).

W includes the sum over the partner's spin and counts identical final states once.

**Q.** That is an integral over six momentum components. Why should energy and angle separate?

**A.** At low T all four momenta lie near the Fermi surface. Let θ be the angle between p₁ and p₂, so that P = |p₁+p₂| = 2p_F cos(θ/2), and let ϕ be the angle by which the pair turns about p₁+p₂. At fixed p₃, the relation p₄² = P²+p₃²−2Pp₃c, with c the cosine between p₃ and the total momentum, gives p₄dp₄ = Pp₃|dc|. Therefore

d³p₃ = (p₃p₄/P)dp₃dp₄dϕ = (m²/P)dε₃dε₄dϕ.

With d³p₂ = m p_F dε₂dΩ₂, the product is

d³p₂d³p₃ = m³ dε₂dε₃dε₄ dΩ₂dϕ / [2cos(θ/2)].

Three energies and one delta function give T². The azimuth of p₂ about p₁ gives 2π. The prefactor is thus

Γ = [m³T²/(64π⁵)] ∫sinθ dθ dϕ W/cos(θ/2).

This is the leading order in T/E_F, for W finite at all angles. It fails in the small regions where P or the momentum transfer is comparable with T/v_F, with v_F = p_F/m.

**Q.** φ₂, φ₃ and φ₄ still point in different directions.

**A.** Let φ_i = g(x_i)Y(p̂_i), where Y is a harmonic of order l. Rotating the whole collision about p₁ replaces Y(p̂_j) by P_l(c₁ⱼ)Y(p̂₁), where c₁ⱼ is the cosine between p₁ and pⱼ. Angular averages ⟨…⟩ carry the normalized weight sinθ W/cos(θ/2).

For the energies, use

f(y)[1−f(y+w)] = [f(y)−f(y+w)]/(1−e⁻ʷ),

whose integral over y is B(w) = w/(1−e⁻ʷ). In the φ₃ term, hold x₃ = x′. Then x₄ = x₂+x₁−x′, and integrating over x₂ gives (1−f(x′))B(x₁−x′). The φ₄ term is the same. In the φ₂ term put x₂ = −x′. Then f₂ = 1−f(x′), and with y = −x₃ the remaining integral is again B(x₁−x′). The partner thus enters with g(−x′). All three terms share one kernel, with weight

λ = ⟨∓P_l(c₁₂) + P_l(c₁₃) + P_l(c₁₄)⟩,

the upper sign for even g and the lower for odd g.

**Q.** The kernel is not symmetric, and you have not evaluated the φ₁ term.

**A.** Multiply by f(x), which the collision integral contains anyway. Use f(x) = e^(−x/2)/[2cosh(x/2)], 1−f(x′) = e^(x′/2)/[2cosh(x′/2)] and B(w) = w e^(w/2)/[2sinh(w/2)]. The exponentials cancel:

f(x)(1−f(x′))B(x−x′) = ½K(x−x′)/[2cosh(x/2)·2cosh(x′/2)], K(w) = w/sinh(w/2).

The φ₁ term needs the integral of this over x′. Two Fourier transforms supply it. For the first, shift the contour by 2πi, which reverses the sign of cosh(x/2) and encloses the pole at iπ:

(1+e^(2πk)) ∫e^(−ikx)dx/cosh(x/2) = 4πe^(πk),

so the transform of 1/cosh(x/2) is 2π sech(πk). For the second, expand 1/sinh(w/2) in exponentials:

∫sin(kw)dw/sinh(w/2) = 4Σ_{j≥0} k/[k²+(j+½)²] = 2π tanh(πk).

Its k-derivative is the transform of K, namely 2π²sech²(πk).

The convolution of K with 1/[2cosh(x/2)] therefore has the transform 2π³sech³(πk). Because sech″ = sech − 2sech³, this equals (π²−d²/dk²)π sech(πk), which is the transform of (π²+x²)/[2cosh(x/2)]. The φ₁ term is thus f(1−f)(π²+x²)g/2, and a quasiparticle decays at the rate Γ(π²+x²)/2. With ψ = g/[2cosh(x/2)],

C = −ΓY/[4cosh(x/2)] · {(π²+x²)ψ − λ∫K(x−x′)ψ(x′)dx′}.

**Q.** What drives the deviation?

**A.** For heat flow at zero particle current, the relevant part of v·∇f is f(1−f)x v·∇T/T. For a flow u_x(y) it is f(1−f)p_xv_y u_x′/T. Put φ = −(v·∇T)g/(TΓ) or φ = −(p_xv_y u_x′)g/(TΓ). Setting v·∇f = C, and using f(1−f) = 1/[4cosh²(x/2)], both cases give

(π²+x²)ψ − λ∫K(x−x′)ψ(x′)dx′ = s(x)/cosh(x/2),

with s = x for heat (l = 1, g odd) and s = 1 for shear (l = 2, g even).

**Q.** Can λ take a value that makes this insoluble?

**A.** Let b = sin²(θ/2). The geometry gives c₁₂ = 1−2b, c₁₃ = 1−b+b cosϕ and c₁₄ = 1−b−b cosϕ. For heat,

λ_κ = ⟨c₁₂+c₁₃+c₁₄⟩ = 3 − 4⟨b⟩.

For shear, c₁₃²+c₁₄²−c₁₂² = 1−2b²sin²ϕ, so

λ_η = ½⟨−1+3(1−2b²sin²ϕ)⟩ = 1 − 3⟨b²sin²ϕ⟩.

Hence λ_κ < 3 unless every colliding pair moves in parallel (b = 0). Likewise λ_η < 1 unless b sinϕ = 0 in every collision, so that the pair moves in parallel or merely keeps or exchanges its momenta. These ceilings will prove to be the first eigenvalues of each parity. For constant W put u = cos(θ/2), which makes the weight uniform in u. Then ⟨b⟩ = 2/3 and ⟨b²⟩ = 8/15, so λ_κ = 1/3 and λ_η = 1/5.

**Q.** Now the Schrödinger problem. What plays the part of the energy?

**A.** Transform with ψ̃(k) = ∫e^(−ikx)ψ dx. Then x² becomes −d²/dk² and the convolution becomes a product. With z = πk, division by π² gives

[−d²/dz² + 1 − 2λ sech²z]ψ̃ = S(z).

For shear S = (2/π)sech z. For heat, x acts as i d/dk, so S = −2i sech z tanh z. The energy is fixed at −1 (for −d²/dz² as kinetic term), and the eigenvalue is the well depth 2λ.

To find the depths that allow a bound state at that energy, set t = tanh z and u = sech z·w(t). With dt/dz = 1−t²,

u′ = sech z[−tw+(1−t²)w_t],
u″ = sech z{(2t²−1)w + (1−t²)[−4tw_t+(1−t²)w_tt]}.

Setting −u″+u = 2λ(1−t²)u and dividing by sech z(1−t²) leaves

(1−t²)w_tt − 4tw_t + (2λ−2)w = 0.

Differentiating Legendre's equation once gives this same equation for w = P_n′, with 2λ−2 = n(n+1)−2. So

λ_n = n(n+1)/2, u_n = sech z P_n′(tanh z), n = 1, 2, 3, …

Diagonalizing the original energy equation on a grid gave 1, 3, 6, 10, 15 and 21 for the first six, to the five decimals printed.

The conserved quantities appear here: λ = 1 has g constant (particle number) and λ = 3 has g ∝ x (energy).

**Q.** Have you shown that these functions suffice for an expansion?

**A.** Their natural weight is sech²z. Integrating by parts and using Legendre's equation,

∫u_nu_m sech²z dz = ∫(1−t²)P_n′P_m′dt = δ_nm 2n(n+1)/(2n+1).

In this norm a function sech z·w(t) is measured by ∫(1−t²)|w|²dt. The P_n′ contain one polynomial of each degree, and polynomials are complete on a bounded interval with this weight. There is no room for further bound states.

Write ψ̃ = Σa_nu_n and project the equation on u_n. Two integrations by parts move the derivatives to u_n, so

[n(n+1)−2λ]·[2n(n+1)/(2n+1)]·a_n = ∫u_nS dz.

The overlaps are elementary:

∫sech z u_n dz = ∫P_n′dt = 1−(−1)ⁿ,
∫sech z tanh z u_n dz = ∫tP_n′dt = 1+(−1)ⁿ,

the latter because ∫P_n dt = 0 for n ≥ 1. Each overlap is 2 for the permitted parity and 0 otherwise, so

a_n = A(2n+1)/{n(n+1)[n(n+1)−2λ]},

with A = 2/π and n odd for shear, A = −2i and n even for heat.

**Q.** How do these coefficients become a conductivity?

**A.** The required moment is I = ∫f(1−f)s g dx = ∫ψ s/[2cosh(x/2)]dx. Parseval's relation, with the source transform equal to π²S and dk = dz/π, gives I = ¼∫ψ̃S*dz. Therefore

I_η = (2/π²)Σ_{n odd}(2n+1)/{n(n+1)[n(n+1)−2λ_η]},
I_κ = 2Σ_{n even}(2n+1)/{n(n+1)[n(n+1)−2λ_κ]}.

The heat flux is 2∫d³p/(2π)³ (ε−μ)v f(1−f)φ. The density of states is mp_F/π², the average of v_x² is v_F²/3, and their product is n_e/m, where n_e is the particle density. For the momentum flux the average of p_x²v_y² is p_F²v_F²/15. With k_B restored,

κ = k_B²T n_eI_κ/(mΓ), η = n_ep_F²I_η/(5mΓ).

Since Γ ∝ T², κ ∝ 1/T and η ∝ 1/T².

The sums also close. Put 2λ = ν(ν+1) and split each term into

(1/2λ)[1/(n−ν)+1/(n+ν+1)−1/n−1/(n+1)].

With n = 2j and the digamma function Ψ,

I_κ = (1/2λ)[Ψ(1)+Ψ(3/2)−Ψ(1−ν/2)−Ψ((3+ν)/2)].

With n = 2j+1,

I_η = (1/2π²λ)[Ψ(½)+Ψ(1)−Ψ((1−ν)/2)−Ψ(1+ν/2)].

**Q.** Show me limits in which I can judge this.

**A.** At λ = 0 the φ₂, φ₃ and φ₄ terms cancel in the angular average, and the energy equation gives g = 2s/(π²+x²) at once. The heat sum becomes 2Σ_{n even}[1/n²−1/(n+1)²] = 2−π²/6. The explicit g agrees: x²/(π²+x²) = 1−π²/(π²+x²) and ∫f(1−f)dx = 1, so I_κ = 2−π²I_η, while the shear sum at λ = 0 is (2/π²)(π²/12) = 1/6.

At the other end, as λ_κ→3 the n = 2 term diverges. The colliding momenta then become parallel, and such collisions cannot relax a heat current at this order.

**Q.** I would like g as a function of energy, not of k.

**A.** The inverse transform of u₁ = sech(πk) is 1/[2πcosh(x/2)]. For the others, x acts as iπ d/dz. Legendre's equation gives u_n′ = sech z[tP_n′−n(n+1)P_n]. The standard relations P′_{n+1}−tP_n′ = (n+1)P_n and tP_n′−P′_{n−1} = nP_n then yield

(2n+1)u_n′ = (n+1)²u_{n−1} − n²u_{n+1}.

So u_n transforms back to iⁿ⁻¹Q_n(x)/[2πcosh(x/2)], with real polynomials

Q₁ = 1, Q₂ = 3x/π, n²Q_{n+1} = (2n+1)(x/π)Q_n − (n+1)²Q_{n−1}.

Since g = 2cosh(x/2)ψ, the solution is g = (1/π)Σa_n iⁿ⁻¹Q_n. For heat,

g(x) = (2/π)Σ_{n even}(−1)^(n/2+1)(2n+1)Q_n(x)/{n(n+1)[n(n+1)−2λ_κ]}.

This series converges slowly point by point: in the example below it gives 0.169 at x = 1 through n = 10 and 0.201 through n = 100, against the limit 0.204. The first term is the trial solution g ∝ x. As λ_κ < 3, all terms of I_κ are positive, so the first alone is a lower bound.

**Q.** Give me a case with numbers.

**A.** Take an electron gas in the regime of potassium at 300 K: r_s = 5, a rough value, and the bare electron mass. Then n_e = 1.289×10²⁸ m⁻³, E_F = 2.00 eV and k_BT/E_F = 0.0129. For W use Born scattering from the Thomas–Fermi potential, in atomic units

V(q) = 4π/(q²+q_s²), q_s² = 4p_F/π.

Let V and V′ belong to the momentum transfers p₁−p₃ and p₁−p₄. Opposite spins contribute ½(V²+V′²) after symmetrizing in 3 and 4, and equal spins ½(V−V′)². Hence W = 2π(V²+V′²−VV′).

The angular integrals give Γ = 1.296×10¹¹ s⁻¹, λ_κ = 0.525 and λ_η = 0.373. An angular mesh four times coarser in each direction changes κ by less than one part in 10¹⁰.

The first heat term is 2×5/[6×(6−1.05)] = 0.3367, or 81% of I_κ = 0.4170. The n = 4 term adds 0.0475. The conductivity from these collisions alone is

κ = (1.381×10⁻²³)²×300×1.289×10²⁸×0.4170/(9.109×10⁻³¹×1.296×10¹¹) ≈ 2600 W/(m K).

The first term alone gives about 2100. With I_η = 0.258, η is about 3.3×10⁻³ Pa s.

The linear trial function does worse for g itself. At x = 1 the solution is 0.204 against 0.102 from the first term, and at x = 6 it is 0.360 against 0.614. The λ = 0 solution 2x/(π²+x²) shows the main cause: decay quickens with |x|, so g bends over instead of growing linearly.

**Q.** Potassium does not conduct heat at 2600 W/(m K).

**A.** No: its conductivity at room temperature is roughly 100 W/(m K), because phonons scatter the electrons far more often. A rough resistivity of 7 µΩ cm corresponds to a rate r = 2.54×10¹³ s⁻¹, or 196Γ. If that scattering is taken as elastic with an energy-independent rate, it alone gives κ = (π²/3)k_B²Tn_e/(mr) = 105 W/(m K), where π²/3 is ∫f(1−f)x²dx. The value of η likewise describes the gas without phonons, not the metal.

**Q.** Then can I add the resistance 1/2600 to that of the phonons?

**A.** Not here. Let R = r/Γ, (a,b) = ∫f(1−f)ab dx, and let L be the collision operator divided by Γ, so that (R+L)g = x. For R much larger than the relevant part of L,

I = (x,x)/R − (x,Lx)/R² + …,
1/I = R/(x,x) + (x,Lx)/(x,x)² + O(1/R).

The strong elastic scattering holds g to the shape x, and the added resistance is that of this shape. The n = 2 term has the same shape g = cx. The other eigenfunctions satisfy (x,Lg_n) = 0, so c(x,Lx) = (x,x), and its contribution is c(x,x) = (x,x)²/(x,Lx). The reciprocal is the added resistance above. So the number to use is near 1/2100.

Solving the full equation at R = 196 gives an added resistance 0.982 times the first-term value and 1.22 times the full-series value. It is 4.9% of the phonon thermal resistance.

**Q.** How far do you trust the 4.9%?

**A.** As an order of magnitude. Finite temperature is a modest correction: with the full phase space, the first-term κ at 300 K is about 6% above its low-temperature value. The decay rate at x = 0 shifts less: from the direct term V² it is 1.1% below the low-temperature law at 300 K, and 0.27% below it at 75 K.

The Born approximation matters much more. For two electrons meeting at right angles, the s-wave phase shift in the same potential is −0.286 rad, against −0.435 rad in Born approximation, and the s-wave cross section is 0.42 of its Born value. With phase shifts for all partial waves and all collision angles in this potential, Γ falls to 0.47 of its Born value and λ_κ to 0.38. The collision-only κ rises to about 5200 W/(m K), and the added share falls to about 2.5%.

The Thomas–Fermi potential itself is the larger uncertainty, and it errs the other way. At r_s = 5 a local exchange-correlation correction to the screening nearly doubles the spin-independent interaction at small q, which in Born approximation raises the added share about fourfold. So 4.9% is not an upper bound. Umklapp collisions and band structure are left out and not sized. Within the spherical model at low T, a better W that depends only on the collision angles changes Γ and the two numbers λ, while the eigenfunctions and the sums stay as they are. If W varies with energy transfers of order T, the energy kernel itself changes and this solution no longer applies. The remaining values are in the numerical output.

Calculated quantities

```
Eigenvalues lam_1..lam_6 from the energy grid:
   1.00000 3.00000 6.00000 10.00000 15.00000 21.00000
Constant W: lam_heat = 0.33333, lam_shear = 0.20000
Constant W: I_heat = 0.39168, I_shear = 0.20505
EXAMPLE INPUT: r_s = 5.0, T = 300 K
Rough phonon resistivity = 7.0 microohm cm
Electron density = 1.289e+28 m^-3
Fermi wavenumber = 0.3838 1/bohr
Screening wavenumber = 0.6991 1/bohr
Fermi energy = 2.004 eV
kT/E_F = 0.01290
Gamma = 1.2960e+11 1/s
Decay rate at x=0 = 6.3954e+11 1/s
lam_heat = 0.52500
lam_shear = 0.37302
I_heat = 0.41702
I_shear = 0.25782
I_heat term n=2: 0.33670, running share 0.8074
I_heat term n=4: 0.04749, running share 0.9213
I_heat term n=6: 0.01512, running share 0.9575
I_heat term n=8: 0.00666, running share 0.9735
g(1) = 0.2043, first term alone 0.1023
g(3) = 0.3757, first term alone 0.3070
g(6) = 0.3603, first term alone 0.6141
kappa, collisions only = 2603.5 W/(m K)
kappa, first term only = 2102.0 W/(m K)
eta, collisions only = 3.2938e-03 Pa s
Relative kappa shift, coarse angular mesh = -5.5e-12
NEGLECTED EFFECTS
Phonon scattering rate = 2.542e+13 1/s
Phonon rate / Gamma = 196.2
kappa, phonons only = 104.7 W/(m K)
Added resistance / first-term resistance = 0.9816
Added resistance / full-series resistance = 1.2158
Added / phonon thermal resistance = 0.0489
Direct decay-rate shift at 300 K = -1.106 percent
Direct decay-rate shift at 75 K = -0.274 percent
s-wave phase shift = -0.2857 rad, Born -0.4346 rad
s-wave cross section / Born value = 0.421
```
